\section*{Scaling of Explicit Cahn–Hilliard Computing Time with Grid Points}

\section{Eight times the points, 121 times the time}

A cube of alloy 64 nm on a side is followed through 100 h of phase separation. Assume that updating one grid point takes 10 ns, whatever the size of the grid. With 128 grid points per side, a Cahn--Hilliard calculation with forward Euler steps is then estimated to take 262 s. With 256 points per side the estimate is $3.16\times10^{4}$ s, or 8.8 h. The number of points has grown by a factor of 8 and the computing time by a factor of 121. The remaining factor of 15 comes from the time step.

\section{Back-of-envelope argument}

The Cahn--Hilliard equation contains a fourth spatial derivative. If its coefficient is $M\kappa$, in length$^4$/time, then a feature as small as the grid spacing $h$ relaxes in a time proportional to $h^4/(M\kappa)$. The simplest explicit method, forward Euler, must take steps limited by this relaxation time, even when nothing of interest happens at that scale.

Let the box side $L$ and the simulated duration $T$ be fixed, and let there be $n$ points per side, so that $h=L/n$. The number of steps is proportional to $TM\kappa/h^4$, and so to $n^4$. Each step visits $N=n^d$ points in $d$ dimensions. Hence
\begin{equation}
t_{\rm cpu}\propto n^{d}\,n^{4}=n^{d+4}=N^{1+4/d}.
\label{law}
\end{equation}
``Grid points'' can mean points per side or points in all, and the exponents differ:
\begin{center}
\begin{tabular}{cccc}
$d$ & in $n$ & in $N$ & cost of doubling $n$\\ \hline
1 & $n^5$ & $N^5$ & 32\\
2 & $n^6$ & $N^3$ & 64\\
3 & $n^7$ & $N^{7/3}$ & 128
\end{tabular}
\end{center}
Doubling the total $N$ multiplies the time by 32, 8 and 5.04 respectively. The exponent in $N$ falls with dimension because a given increase in $N$ refines the spacing less when it is shared among more directions.

The argument leaves open the prefactor, the role of the nonlinear term, and the reason why the example gives 121 and not 128.

\section{Controlled derivation}

\subsection{Equation and length scale}

Let $c$ be a composition scaled to 0 and 1 in the two coexisting phases, with free energy
\begin{equation}
F=\int\left[f(c)+\frac{\kappa}{2}|\nabla c|^2\right]dV,\qquad f=Wc^2(1-c)^2 .
\end{equation}
The chemical potential is $\mu=\delta F/\delta c=f'(c)-\kappa\nabla^2c$. With constant mobility $M$ the flux is $-M\nabla\mu$, and conservation gives
\begin{equation}
\frac{\partial c}{\partial t}=M\nabla^2\left[f'(c)-\kappa\nabla^2c\right].
\end{equation}
The derivatives of $f$ are
\begin{equation}
f'=2Wc(1-c)(1-2c),\qquad f''=2W(1-6c+6c^2),
\end{equation}
so $f''=2W$ in both pure phases and $f''=-W$ at $c=1/2$.

A flat interface at rest has $\mu=0$, that is $\kappa c_{xx}=f'(c)$. Multiplying by $c_x$ and integrating from a pure phase, where $f$ and $c_x$ vanish, gives $\kappa c_x^2/2=f$. For a rising profile,
\begin{equation}
c_x=\frac{c(1-c)}{\ell},\qquad \ell=\sqrt{\frac{\kappa}{2W}} .
\end{equation}
Separating variables gives $\ln[c/(1-c)]=x/\ell$, or $c=1/(1+e^{-x/\ell})$. The values 0.1 and 0.9 lie at $x=\mp\ell\ln9$, so the 10--90\% width is $2\ell\ln 9$.

Linearized about a pure phase at long wavelength, the equation is ordinary diffusion with diffusivity $D=2WM$. Since $M=D/(2W)$ and $\kappa=2W\ell^2$,
\begin{equation}
M\kappa=D\ell^2 .
\label{mk}
\end{equation}

\subsection{The largest stable step}

Take a periodic grid with second-order central differences, and write $-A$ for the discrete Laplacian. Acting on a plane wave with wave vector $\mathbf k$, $A$ multiplies it by
\begin{equation}
\lambda(\mathbf k)=\sum_{i=1}^{d}\frac{2-2\cos k_ih}{h^2}=\frac{4}{h^2}\sum_{i=1}^{d}\sin^2\frac{k_ih}{2}.
\end{equation}
The largest value, $\Lambda=4d/h^2$, is reached when every $k_ih=\pi$. This is the checkerboard, whose sign alternates from point to point; it fits the periodic box when $n$ is even.

For a small disturbance of a pure phase, $f'$ is replaced by $2W$ times the disturbance. One forward Euler step $\Delta t$ then multiplies each mode by
\begin{equation}
g=1-\Delta t\,M\lambda(2W+\kappa\lambda).
\end{equation}
The subtracted term is never negative, so $g\le1$. The condition $g\ge-1$ requires $\Delta t\,M\lambda(2W+\kappa\lambda)\le2$. This is strictest at $\lambda=\Lambda$, because the left side increases with $\lambda$. Therefore
\begin{equation}
\Delta t_{\max}=\frac{2}{M\Lambda(2W+\kappa\Lambda)} .
\label{dt}
\end{equation}
Beyond this limit the checkerboard changes sign and grows at every step. The growth belongs to the numerical method, since the differential equation damps that mode.

\subsection{Why the linear limit serves the nonlinear problem}

Equation (\ref{dt}) is necessary for a box filled with pure phase. An energy argument shows that it is also sufficient while $c$ stays between 0 and 1. The discrete energy per cell volume is $\sum_i f(c_i)+\frac{\kappa}{2}c\cdot Ac$. Its gradient is $\mu=f'(c)+\kappa Ac$, and one step changes $c$ by $\delta=-\Delta t\,MA\mu$. Let $f''_{\max}$ be the largest $f''$ met on the straight path from $c$ to $c+\delta$. Taylor's theorem gives
\begin{equation}
\Delta F\le \mu\cdot\delta+\tfrac12\,\delta\cdot(f''_{\max}+\kappa A)\delta .
\end{equation}
The first term is $-\Delta t\,M\,\mu\cdot A\mu$. In the second, $A$ is at most $\Lambda$, and
\begin{equation}
|\delta|^2=\Delta t^2M^2\,\mu\cdot A^2\mu\le\Delta t^2M^2\Lambda\,\mu\cdot A\mu .
\end{equation}
If $f''_{\max}+\kappa\Lambda$ is positive, the two bounds combine to
\begin{equation}
\Delta F\le-\Delta t\,M\,(\mu\cdot A\mu)\left[1-\tfrac12\Delta t\,M\Lambda(f''_{\max}+\kappa\Lambda)\right].
\end{equation}
If it is negative, the second term only lowers the energy further. For $0\le c\le1$ one has $f''_{\max}\le2W$, so a step within (\ref{dt}) cannot raise the energy. If $c$ overshoots this range, $f''$ exceeds $2W$ and the limit tightens slightly. A safety factor $s=0.9$ is therefore used below: $\Delta t=s\,\Delta t_{\max}$.

\subsection{Number of steps and total time}

Take $\kappa\Lambda$ out of the bracket in (\ref{dt}) and use $2W/\kappa=1/\ell^2$:
\begin{align}
\frac{T}{\Delta t_{\max}}&=\frac{T}{2}M\kappa\Lambda^2\left[1+\frac{1}{\ell^2\Lambda}\right]\nonumber\\
&=\frac{T}{2}\,D\ell^2\,\frac{16d^2}{h^4}\left[1+\frac{h^2}{4d\ell^2}\right]
=\frac{8d^2D\ell^2T}{h^4}\,(1+\varepsilon),
\label{steps}
\end{align}
with $\varepsilon=h^2/(4d\ell^2)$. Let each point update take a time $\tau$. Dividing by $s$, multiplying by $n^d\tau$ and setting $h=L/n$,
\begin{equation}
t_{\rm cpu}=\frac{8d^2D\ell^2T\tau}{sL^4}\;n^{d+4}\,(1+\varepsilon).
\label{time}
\end{equation}
Since $\varepsilon\propto n^{-2}$, the local exponent is
\begin{equation}
\frac{d\ln t_{\rm cpu}}{d\ln n}=d+4-\frac{2\varepsilon}{1+\varepsilon}.
\label{local}
\end{equation}

There are two limits. For $h\ll2\sqrt d\,\ell$ the gradient term controls the step and the exponent is $d+4$, as in (\ref{law}). For $h\gg2\sqrt d\,\ell$ ordinary diffusion controls it and the exponent is $d+2$. The second limit has little use here, because such a grid cannot resolve the interface. At $h=\ell$ the exponent lies below $d+4$ by 0.40, 0.22 and 0.15 in one, two and three dimensions.

\subsection{Is the step set by stability or by accuracy?}

If accuracy demanded a shorter step than stability, the count would be different. The pattern forms by spinodal growth about $c=1/2$, where $f''=-W$. The shortest waves in the initial noise decay faster than the pattern grows, but they die out and need not be followed accurately. A wave grows at the rate $\sigma=Mk^2(W-\kappa k^2)$. Setting the derivative with respect to $k^2$ to zero gives $k^2=W/(2\kappa)=1/(4\ell^2)$, hence a wavelength $4\pi\ell$ and
\begin{equation}
\sigma_{\max}=\frac{MW^2}{4\kappa}=\frac{D}{2W}\,\frac{W^2}{8W\ell^2}=\frac{D}{16\ell^2}.
\end{equation}
Dividing $\sigma_{\max}T$ by the step count (\ref{steps}) gives
\begin{equation}
\sigma_{\max}\Delta t_{\max}=\frac{h^4}{128\,d^2\ell^4(1+\varepsilon)} .
\end{equation}
This is below 1\% for $h=\ell$ and falls steeply on refinement. During this growth the stable step is already much shorter than the pattern needs.

\section{The example in numbers}

Take $D=10^{-4}$ nm$^2$/s, $\ell=0.5$ nm, $L=64$ nm, $T=3.6\times10^5$ s and an assumed $\tau=10$ ns. The interface is 2.2 nm wide, so 128 points per side ($h=0.5$ nm) place between four and five spacings across it. For $d=3$,
\begin{equation}
\frac{8d^2D\ell^2T}{h^4}=\frac{72\times10^{-4}\times0.25\times3.6\times10^5}{0.0625}=10\,368 .
\end{equation}
The correction is $\varepsilon=0.25/(12\times0.25)=0.083$, which raises this to 11\,232. Dividing by 0.9 gives 12\,480 steps. With $128^3=2.10\times10^6$ points and 10 ns per update, the time is 262 s. The same arithmetic gives the other cases:
\begin{center}
\begin{tabular}{ccrrr}
$d$ & $n$ & $\Delta t_{\max}$ (s) & steps & time (s)\\ \hline
1 & 128 & 250 & 1600 & 0.00205\\
1 & 256 & 18.4 & 21\,760 & 0.0557\\
2 & 128 & 69.4 & 5760 & 0.944\\
2 & 256 & 4.73 & 84\,480 & 55.4\\
3 & 128 & 32.1 & 12\,480 & 262\\
3 & 256 & 2.13 & 188\,160 & 31\,600
\end{tabular}
\end{center}
Doubling $n$ costs factors of 27.2, 58.7 and 120.6, below the asymptotic 32, 64 and 128. The deficit is the change in $1+\varepsilon$. In three dimensions $\varepsilon$ falls from 0.0833 to 0.0208, and $128\times1.0208/1.0833=120.6$. The effect is largest in one dimension, where $\varepsilon=0.25$ on the coarser grid. These factors belong to the choice of (\ref{dt}), the pure-phase limit, as a safe step for the whole run. The quench itself tolerates a somewhat longer step. At $c=1/2$, where $f''=-W$, the bracket $1+\varepsilon$ becomes $1-\varepsilon/2$, and a step set at that limit would give 132 in three dimensions, above 128. The size and sign of the correction thus depend on the state; the asymptotic exponent does not.

The growth rate is $\sigma_{\max}=2.5\times10^{-5}$ s$^{-1}$, so the fastest wave, of length 6.3 nm, has time for 9 e-foldings in 100 h. In one dimension at $h=0.5$ nm it grows by 0.56\% per step. A cosine wave of length 6.4 nm and initial amplitude 0.01 was followed for 50 h with this step and with one eight times shorter. At the end of the two runs the largest difference in composition was about 0.0003; this compares the final states, not the whole course of the growth.

\section{Comparison with direct runs}

The stable step can be found without (\ref{dt}) by running the nonlinear scheme and watching for blow-up. This was done in a box of side 2 nm with 8 and 16 points per side, starting from $c=0$ with random noise of at most 0.001. The step was bisected between runs that stayed bounded for 800 steps and runs that did not. Every limit found agreed with (\ref{dt}) within 2\%. Multiplying the resulting number of steps by the number of points gave work exponents in $n$ of 4.93, 5.97 and 6.98, against 5, 6 and 7. In $N$ they are 4.93, 2.98 and 2.33. The small deficits have the sign and size expected from $\varepsilon$: in one dimension it falls from 0.0625 to 0.0156, which lowers the exponent by $\log_2(1.0625/1.0156)=0.07$.

The energy bound was tested on 100 h quenches from $c=1/2$ with random noise of standard deviation 0.01, at $h=0.5$ nm and $0.9\,\Delta t_{\max}$. The grids had 128 points in one dimension and $64^2$ in two. The energy fell at every step, apart from an allowance for rounding, and $c$ stayed between 0.02 and 0.99. The final energy was 0.667 of the initial value in one dimension and 0.780 in two. A single cosine wave of length 6.4 nm can release a share of 0.186 at most, so both quenches released more than that. In one dimension, giving the 6.4 nm wave its best shape instead of a cosine adds less than 0.01 to this share, so the extra release in that run comes mainly from longer wavelengths. The final energy depends on the noise sample: other samples in one dimension ended between 0.73 and 0.80 of the initial value.

The assumption of constant $\tau$ fared less well. Simple array code took 34 ns per point on a $32^3$ grid and 89 ns on a $128^3$ grid. Over that range this adds $\ln(89/34)/\ln4\approx0.7$ to the apparent exponent in $n$, more than the correction from $\varepsilon$. Slower access to memory for large arrays is a likely cause, though it was not isolated. Equation (\ref{law}) therefore counts point updates, and it gives clock time where the cost per update has levelled off. The value of $\tau$ was also held equal in all dimensions, although a point has $2d$ neighbours; this affects the comparison between dimensions but not the exponents.

The law belongs to forward Euler steps at the stability limit, and to other methods whose stable step is a fixed multiple of the shortest relaxation time on the grid, such as explicit Runge--Kutta methods with a fixed number of stages. It does not hold for every explicit method. A three-level scheme of DuFort--Frankel type, with one evaluation per step, stays stable beyond that limit at the price of an error proportional to $\Delta t^2/h^4$; a step proportional to $h^2$ then keeps this error fixed. It does not cover explicit methods that add evaluations within a step in order to lengthen it. An implicit scheme whose step is fixed by accuracy, with a solution cost proportional to $N$, would need time proportional to $N$.

\section{Relation to a real alloy}

The parameters are rough values for an Fe--Cr alloy aged near 773 K, where decomposition has a scale of some nanometres. The diffusivity depends strongly on temperature. If $D$ followed a single activation energy of about 2.5 eV, a rise of 10 K would multiply it by about 1.6, and the number of steps by the same factor if $\ell$ is held fixed. If the activation energy belongs to the mobility $M$ instead, $D=2WM$ rises somewhat less, because the curvature of the free energy weakens towards the critical temperature. The number of steps, which to leading order follows $D\ell^2=M\kappa$, still rises by about 1.6 if $\kappa$ is held fixed.

Other neglected effects can be sized with a mean-field regular solution of atom fraction $x$, whose free energy per atom is $kT_a[x\ln x+(1-x)\ln(1-x)]+2kT_cx(1-x)$, with ageing temperature $T_a=773$ K and a rough critical temperature $T_c=900$ K. Setting its slope to zero at $x=(1\pm m)/2$ gives $m=\tanh(mT_c/T_a)$, so the phases differ by $m=0.613$. If the mobility varies as $x(1-x)$, it is $1/(1-m^2)=1.60$ times larger at the centre than in the phases. Using the largest mobility in (\ref{dt}) is then safe and takes about 1.6 times as many steps as the mobility of the phases would. Coherency strain, with a misfit $\eta=0.006$ per unit atom fraction and a modulus $Y=290$ GPa, adds a curvature $2\eta^2Y$. This is 3.5\% of the spinodal curvature $4k(T_c-T_a)$ per atomic volume. None of these changes the exponent.

The atoms set a more basic limit. A cell of side 0.5 nm holds about 11 atoms, and in a random alloy with $x=1/2$ its composition fluctuates by $\sqrt{0.25/10.6}=0.154$, a quarter of the difference between the phases. In a cube half a wavelength on a side the fluctuation is about 0.01. The smooth equation thus describes averages over many atoms. The finer spacing, 0.25 nm, is below the lattice parameter of about 0.29 nm: it tests convergence of the continuum equation and adds no atomic detail.

The interface length also has a strong effect on the cost. In the same regular solution with nearest-neighbour bonds on a body-centred lattice of parameter $a$, a wave along a cube axis replaces $T_c$ by $T_c\cos(ka/2)\approx T_c(1-k^2a^2/8)$ in the curvature. This gives $\kappa=kT_ca^2/2$ per atom, where this $k$ is Boltzmann's constant. Since $\kappa=2W\ell^2$ and $W$ is the central curvature, $\ell^2=T_ca^2/[16(T_c-T_a)]$, or $\ell\approx0.19$ nm. That length would give a fastest-growing wavelength $4\pi\ell$ of about 2.4 nm. The 0.5 nm used here was chosen to give a longer one, 6.3 nm, and does not follow from that simple model. With $D$, $L$, $T$ and $h/\ell$ held fixed, (\ref{time}) gives $t_{\rm cpu}\propto\ell^{-(d+2)}$. In three dimensions the shorter length would raise the computing time about a hundredfold. This figure is only an order of magnitude. In the regular solution the curvature in the phases is 2.66 times the central one, not twice as in the quartic $f$. Matching $\ell$ to the phases gives 0.165 nm, and the factor ranges from about 90 to 250 according to the match. The scaling with grid points is therefore much firmer than the absolute time. The computed values are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
D = 1.0e-04 nm^2/s, ell = 0.5 nm (rough Fe-Cr values)
box side = 64 nm, duration = 3.60e+05 s
assumed time per point update = 10 ns, safety = 0.9
interface 10-90% width = 2.20 nm
fastest growth rate = 2.50e-05 1/s
e-folds of fastest mode in duration = 9.0
fastest-growing wavelength = 6.28 nm
Measured work exponents from blow-up runs (8 -> 16 per side):
 1D: in n 4.93 (law 5), in N 4.932 (law 5.000)
 2D: in n 5.97 (law 6), in N 2.983 (law 3.000)
 3D: in n 6.98 (law 7), in N 2.325 (law 2.333)
Example: d, n, h, dt_max, steps at 0.9 dt_max, computing time
 1D n=128 h=0.50 nm dt_max=250 s steps=1600 time=0.00205 s
 1D n=256 h=0.25 nm dt_max=18.4 s steps=21760 time=0.0557 s
  ratio on doubling n = 27.2 (law 32); law on doubling N = 32.00
 2D n=128 h=0.50 nm dt_max=69.4 s steps=5760 time=0.944 s
 2D n=256 h=0.25 nm dt_max=4.73 s steps=84480 time=55.4 s
  ratio on doubling n = 58.7 (law 64); law on doubling N = 8.00
 3D n=128 h=0.50 nm dt_max=32.1 s steps=12480 time=262 s
 3D n=256 h=0.25 nm dt_max=2.13 s steps=188160 time=3.16e+04 s
  ratio on doubling n = 120.6 (law 128); law on doubling N = 5.04
3D n=256 computing time = 8.77 h
1D bulk-curvature correction to steps at h=0.5 nm = 25.0 %
2D bulk-curvature correction to steps at h=0.5 nm = 12.5 %
3D bulk-curvature correction to steps at h=0.5 nm = 8.3 %
1D growth per step at 0.9 dt_max = 0.56 %
1D largest change in c with 8x smaller step = 0.0003
energy share one cosine wave can release = 0.186
1D quench: c from 0.039 to 0.965, final/initial energy = 0.667
2D quench: c from 0.021 to 0.990, final/initial energy = 0.780
array code, 32^3 grid: 34 ns per point
array code, 128^3 grid: 89 ns per point
rough inputs: T=773 K, Tc=900 K, a=0.287 nm
rough inputs: misfit=0.006, modulus=290 GPa, barrier=2.5 eV
phase gap in Cr atom fraction (mean field) = 0.613
atoms in one 0.5 nm cell = 10.6
random-alloy rms fluctuation in that cell = 0.154
same in a half-wavelength cube = 0.0098
coherency strain / spinodal curvature = 3.5 %
mobility x(1-x): centre / phase = 1.60
lattice error of gradient term at k=1/ell = 0.68 %
factor in D and steps for +10 K = 1.61
\end{verbatim}
